# Where plate and membrane estimates meet for a clamped nitride diaphragm: a numerical check

```python
# Result under test: for a clamped circular film under uniform pressure p, the
# plate and membrane estimates of centre deflection are equal at the stress
#   sigma_star = (4/3) E/(1-nu^2) (h/a)^2.
# a: radius, h: thickness, E: Young modulus, nu: Poisson ratio,
# D: bending stiffness, sigma: residual stress (tension positive).
# Scaled quantities: x = r/a, T = sigma h a^2/D, load = p a^4/(D h),
# deflection W = w/h. Energies are minimized in a polynomial basis.
import numpy as np
from numpy.polynomial import Legendre
from scipy.constants import g as gravity
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import iv, jn_zeros

a, h = 500e-6, 1e-6
E, nu = 250e9, 0.23
pressure = 1.0
density = 3000.0
expansion_mismatch = 1e-6
film_stress = 100e6
shear_factor = 5 / 6

# Hooke's law with zero stress normal to the film, solved numerically.
compliance = np.array([[1, -nu], [-nu, 1]]) / E


def plane_stress(strain_r, strain_t):
    return np.linalg.solve(compliance, np.array([strain_r, strain_t]))


nodes, weights = np.polynomial.legendre.leggauss(80)
z = nodes * h / 2
D_numeric = sum(wt * h / 2 * zi * plane_stress(zi, 0.0)[0]
                for zi, wt in zip(z, weights))
D = E * h**3 / (12 * (1 - nu**2))
assert abs(D_numeric / D - 1) < 1e-10

# Quadrature over the disc and basis functions of t = x^2.
x = (nodes + 1) / 2
t = x**2
area = weights / 2 * x
size = 14
edge = Legendre([0.5, -0.5], domain=[0, 1])     # the function 1 - t
shapes = [Legendre.basis(k, domain=[0, 1]) for k in range(size)]
clamped = [edge * edge * s for s in shapes]
pinned = [edge * s for s in shapes]


def table(functions, order=0):
    return np.array([(f.deriv(order) if order else f)(t) for f in functions])


def inner(f, g):
    return (f * area) @ g.T


def strain_energy_matrix(radial, hoop):
    mixed = inner(radial, hoop)
    return inner(radial, radial) + inner(hoop, hoop) + nu * (mixed + mixed.T)


W = table(clamped)
slope = 2 * x * table(clamped, 1)
curv_t = 2 * table(clamped, 1)
curv_r = curv_t + 4 * t * table(clamped, 2)
bending = strain_energy_matrix(curv_r, curv_t)
tension = inner(slope, slope)
force = W @ area
centre = np.array([f(0.0) for f in clamped])

V = table(pinned)
V_slope = 2 * x * table(pinned, 1)
V_force = V @ area
V_centre = np.array([f(0.0) for f in pinned])
V_tension = inner(V_slope, V_slope)


def combined(T, load=1.0):
    c = np.linalg.solve(bending + T * tension, load * force)
    return centre @ c, 2 * force @ c


def membrane(T, load=1.0):
    c = np.linalg.solve(T * V_tension, load * V_force)
    return V_centre @ c, 2 * V_force @ c


def bessel_factor(k):
    return 1 - 2 * (iv(0, k) - 1) / (k * iv(1, k))


# Separate limits, including their mean deflections.
plate_centre, plate_mean = combined(0.0)
assert abs(plate_centre * 64 - 1) < 1e-7
assert abs(plate_mean / plate_centre - 1 / 3) < 1e-7
for T in (3.0, 16.0, 70.0):
    m_centre, m_mean = membrane(T)
    assert abs(m_centre * 4 * T - 1) < 1e-7
    assert abs(m_mean / m_centre - 1 / 2) < 1e-7

# Crossovers from numerical deflections, compared with the derived formulas.
sigma_star = 4 / 3 * E / (1 - nu**2) * (h / a)**2


def scaled_tension(sigma):
    return sigma * h * a**2 / D_numeric


sigma_root = brentq(lambda s: membrane(scaled_tension(s))[0] - plate_centre,
                    1e5, 1e8, xtol=1e-3)
sigma_mean = brentq(lambda s: membrane(scaled_tension(s))[1] - plate_mean,
                    1e5, 1e8, xtol=1e-3)
assert abs(sigma_root / sigma_star - 1) < 1e-6
assert abs(sigma_mean / (1.5 * sigma_star) - 1) < 1e-6
assert abs(sigma_star / 1e6 - 1.4) < 0.05

# Both stiffnesses together: Bessel formula and volume-stiffness inequality.
T_film = film_stress * h * a**2 / D
for T in (0.5, 4.0, 16.0, 100.0, T_film):
    numerical_centre, numerical_mean = combined(T)
    formula = bessel_factor(np.sqrt(T)) / (4 * T)
    assert abs(numerical_centre / formula - 1) < 1e-5
    assert 1 / numerical_mean >= 1 / plate_mean + 1 / membrane(T)[1]
factor = combined(16.0)[0] / plate_centre
assert factor < 0.5

# A uniform bending moment does no work on a clamped shape.
moment_work = (curv_r + curv_t) @ area
assert np.max(np.abs(moment_work)) < 1e-9

# Axisymmetric buckling as a matrix eigenvalue problem.
buckling_T = eigh(bending, tension, eigvals_only=True)[0]
j_zero = jn_zeros(1, 1)[0]
assert abs(buckling_T / j_zero**2 - 1) < 1e-6
sigma_buckling = buckling_T * D / (a**2 * h)

# Stretching: in-plane displacement U = x*V is free inside, zero at the edge.
U_hoop = V
U_radial = V + 2 * t * table(pinned, 1)
stretching = strain_energy_matrix(U_radial, U_hoop)


def stretched(T, load):
    c = np.linalg.solve(bending + T * tension, load * force)
    for _ in range(300):
        stretch = (c @ slope)**2 / 2
        rhs = -(U_radial + nu * U_hoop) @ (area * stretch)
        d = np.linalg.solve(stretching, rhs)
        e_r, e_t = d @ U_radial + stretch, d @ U_hoop
        radial_force = T + 12 * (e_r + nu * e_t)
        matrix = bending + inner(slope * radial_force, slope)
        target = np.linalg.solve(matrix, load * force)
        change = abs(centre @ (target - c))
        c = (c + target) / 2
        if change < 1e-12:
            break
    assert change < 1e-9
    added = 6 * (1 + nu) * 2 * area @ (e_r + e_t)
    return centre @ c, added


W_small, added_small = stretched(0.0, 2.0)
assert abs(added_small / (4 * (1 + nu) * W_small**2) - 1) < 0.01
unit_load = a**4 / (D * h)
cases = []
for p in (1.0, 2.0, 10.0, 100.0):
    linear = combined(16.0, p * unit_load)[0]
    actual, added = stretched(16.0, p * unit_load)
    cases.append((p, linear, actual, 1 - actual / linear,
                  added * D / (a**2 * h)))
# The first correction must grow as the square of the pressure.
assert abs(cases[1][3] / cases[0][3] - 4) < 0.08

# Transverse shear: rotation x*V and deflection V vary independently.
S = 50.0
rotation = x * V
coupling = inner(rotation, V_slope)
shear_matrix = np.block([
    [stretching + S * inner(rotation, rotation), -S * coupling],
    [-S * coupling.T, S * V_tension]])
solution = np.linalg.solve(shear_matrix, np.r_[np.zeros(size), V_force])
assert abs((V_centre @ solution[size:]) / (1 / 64 + 1 / (4 * S)) - 1) < 1e-6
G = E / (2 * (1 + nu))
shear_ratio = sigma_star / (shear_factor * G)

# Thermal stress per kelvin from Hooke's law and from the biaxial modulus.
thermal_rate = plane_stress(expansion_mismatch, expansion_mismatch)[0]
assert abs(thermal_rate / (E * expansion_mismatch / (1 - nu)) - 1) < 1e-10

w_plate = pressure * a**4 / (64 * D)
w_membrane = pressure * a**2 / (4 * sigma_star * h)
w_combined = combined(16.0, pressure * unit_load)[0] * h
film_factor = bessel_factor(np.sqrt(T_film))
weight_pressure = density * gravity * h
radius_shift = 1 - (a / (a + h))**2

print(f"radius a = {a*1e6:.0f} um; thickness h = {h*1e6:.1f} um")
print(f"Young modulus (rough) = {E/1e9:.0f} GPa; Poisson ratio = {nu:.2f}")
print(f"plate modulus E/(1-nu^2) = {E/(1-nu**2)/1e9:.1f} GPa")
print(f"(h/a)^2 = {(h/a)**2:.2e}")
print(f"bending stiffness D = {D:.4e} N m")
print(f"crossover stress, formula = {sigma_star/1e6:.4f} MPa")
print(f"crossover stress, numerical root = {sigma_root/1e6:.4f} MPa")
print(f"crossover tension sigma*h = {sigma_star*h:.4f} N/m")
print(f"crossover for mean deflection = {sigma_mean/1e6:.4f} MPa")
for modulus in (200e9, 300e9):
    value = sigma_star * modulus / E
    print(f"crossover if E = {modulus/1e9:.0f} GPa: {value/1e6:.3f} MPa")
print(f"example pressure = {pressure:.1f} Pa")
print(f"plate estimate = {w_plate*1e9:.2f} nm")
print(f"membrane estimate = {w_membrane*1e9:.2f} nm")
print(f"combined deflection, numerical = {w_combined*1e9:.2f} nm")
print(f"I0(4) = {iv(0, 4):.4f}; I1(4) = {iv(1, 4):.4f}")
print(f"combined/single estimate, Bessel = {bessel_factor(4.0):.4f}")
print(f"combined/single estimate, numerical = {factor:.4f}")
print(f"single estimate/combined = {1/factor:.3f}")
print(f"first positive zero of J1 = {j_zero:.4f}")
print(f"buckling compression = {sigma_buckling/1e6:.4f} MPa")
print("stretching at the crossover stress:")
for p, linear, actual, loss, added in cases:
    print(f"  p = {p:.0f} Pa: linear {linear*h*1e9:.2f} nm, "
          f"with stretching {actual*h*1e9:.2f} nm")
    print(f"    reduction {100*loss:.4f} %, "
          f"mean added stress {added/1e6:.5f} MPa")
print(f"density (rough) = {density:.0f} kg/m^3")
print(f"self-weight pressure = {weight_pressure:.4f} Pa")
print(f"self-weight/example pressure = "
      f"{100*weight_pressure/pressure:.2f} %")
print(f"shear modulus G = {G/1e9:.1f} GPa")
print(f"shear deflection/plate estimate = {shear_ratio:.2e}")
print(f"crossover drop if radius grows by h = {100*radius_shift:.2f} %")
print(f"expansion mismatch (rough) = {expansion_mismatch:.1e} 1/K")
print(f"thermal stress per kelvin = {thermal_rate/1e6:.4f} MPa/K")
print(f"temperature change worth the crossover stress = "
      f"{sigma_star/thermal_rate:.2f} K")
print(f"low-stress film value (rough) = {film_stress/1e6:.0f} MPa")
print(f"  k at that stress = {np.sqrt(T_film):.2f}")
print(f"  combined/membrane estimate = {film_factor:.4f}")
print(f"  plate estimate/combined = {T_film/(16*film_factor):.1f}")
print("done: every assertion held")
```

Printed output:

```
radius a = 500 um; thickness h = 1.0 um
Young modulus (rough) = 250 GPa; Poisson ratio = 0.23
plate modulus E/(1-nu^2) = 264.0 GPa
(h/a)^2 = 4.00e-06
bending stiffness D = 2.1997e-08 N m
crossover stress, formula = 1.4078 MPa
crossover stress, numerical root = 1.4078 MPa
crossover tension sigma*h = 1.4078 N/m
crossover for mean deflection = 2.1117 MPa
crossover if E = 200 GPa: 1.126 MPa
crossover if E = 300 GPa: 1.689 MPa
example pressure = 1.0 Pa
plate estimate = 44.40 nm
membrane estimate = 44.40 nm
combined deflection, numerical = 20.96 nm
I0(4) = 11.3019; I1(4) = 9.7595
combined/single estimate, Bessel = 0.4722
combined/single estimate, numerical = 0.4722
single estimate/combined = 2.118
first positive zero of J1 = 3.8317
buckling compression = 1.2918 MPa
stretching at the crossover stress:
  p = 1 Pa: linear 20.96 nm, with stretching 20.96 nm
    reduction 0.0114 %, mean added stress 0.00020 MPa
  p = 2 Pa: linear 41.93 nm, with stretching 41.91 nm
    reduction 0.0456 %, mean added stress 0.00082 MPa
  p = 10 Pa: linear 209.64 nm, with stretching 207.32 nm
    reduction 1.1059 %, mean added stress 0.02004 MPa
  p = 100 Pa: linear 2096.39 nm, with stretching 1385.19 nm
    reduction 33.9246 %, mean added stress 0.95901 MPa
density (rough) = 3000 kg/m^3
self-weight pressure = 0.0294 Pa
self-weight/example pressure = 2.94 %
shear modulus G = 101.6 GPa
shear deflection/plate estimate = 1.66e-05
crossover drop if radius grows by h = 0.40 %
expansion mismatch (rough) = 1.0e-06 1/K
thermal stress per kelvin = 0.3247 MPa/K
temperature change worth the crossover stress = 4.34 K
low-stress film value (rough) = 100 MPa
  k at that stress = 33.71
  combined/membrane estimate = 0.9398
  plate estimate/combined = 75.6
done: every assertion held
```
